# Silyl-stabilised carbanions do not require silicon d-orbital pi bonding: a numerical check

```python
# Result under test: the stabilisation of a carbanion by an alpha-silyl group,
#   SE = E(CH3-) + E(CH3X) - E(CH4) - E(XCH2-),  X = SiH3,
# does not require d functions on silicon. The lone pair is stabilised by
# polarisation and by donation into Si-H or Si-C antibonding orbitals.
# Symbols: S overlap, h one-electron matrix, F Fock matrix, P projector density
# (one electron per spin), D delocalisation energy = E(localised) - E(full).
# "even"/"odd": behaviour under reflection z -> -z in the plane of the CH2 group.
# A "block" is a set of basis functions with the number of orbitals it may hold.
# Lengths are in angstrom, energies in hartree until they are printed.
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE_J = const.physical_constants['Hartree energy'][0]
KJ = HARTREE_J * const.N_A / 1000
EV = HARTREE_J / const.e
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
DIFFUSE = 0.04          # exponent of the extra s and p shells on carbon C1
CH = 1.09
HALF_CHARGE_HEIGHT = 1.09


def shells(symbol, highest_l):
    return [s for s in gto.basis.load('def2-svp', symbol) if s[0] <= highest_l]


def molecule(atoms, charge, silicon_d=True):
    table = {'H': ('H', 0), 'C1': ('C', 2), 'C2': ('C', 2),
             'Si': ('Si', 2 if silicon_d else 1), 'Li': ('Li', 2)}
    basis = {a[0]: shells(*table[a[0]]) for a in atoms}
    basis['C1'] = basis['C1'] + [[0, [DIFFUSE, 1.0]], [1, [DIFFUSE, 1.0]]]
    return gto.M(atom=[(s, tuple(map(float, r))) for s, r in atoms],
                 basis=basis, charge=charge, unit='Angstrom', verbose=0)


def direction(polar, azimuth):
    p, a = np.radians([polar, azimuth])
    return np.array([np.cos(p), np.sin(p) * np.cos(a), np.sin(p) * np.sin(a)])


def anion(kind, r_cx=1.82, r_in=1.51, r_out=1.51, turn=0, pyramid=0):
    """Carbanion XCH2-; pyramid lifts both CH2 hydrogens towards +z."""
    polar = 120 - 8 * pyramid / 30
    atoms = [('C1', np.zeros(3)), ('H', CH * direction(polar, pyramid)),
             ('H', CH * direction(polar, 180 - pyramid))]
    if kind == 'H':
        return atoms + [('H', np.array([CH, 0, 0]))]
    centre = np.array([r_cx, 0, 0])
    atoms.append((kind, centre))
    for azimuth, r in ((0, r_in), (120, r_out), (240, r_out)):
        atoms.append(('H', centre + r * direction(67, azimuth + turn)))
    return atoms


def neutral(kind, fourth='H'):
    """CH3X, or LiCH2X when the fourth substituent is Li."""
    polar = 109.4712 if kind == 'H' else 111.0
    length = {'H': CH, 'Li': 2.00}[fourth]
    atoms = [('C1', np.zeros(3)), ('H', CH * direction(polar, 30)),
             ('H', CH * direction(polar, 150)),
             (fourth, length * direction(polar, 270))]
    if kind == 'H':
        return atoms + [('H', np.array([CH, 0, 0]))]
    r, rh = {'Si': (1.88, 1.48), 'C2': (1.53, 1.09)}[kind]
    centre = np.array([r, 0, 0])
    return atoms + [(kind, centre)] + [
        ('H', centre + rh * direction(69.5, a)) for a in (90, 210, 330)]


def dimethylsilyl_anion():
    """(CH3)2SiH-CH2-, both methyl groups out of the CH2 plane."""
    atoms = anion('Si')[:5]
    si = atoms[3][1]
    e = direction(69, 120)
    carbon = si + 1.90 * e
    w = np.array([-1.0, 0, 0])
    p = w - (w @ e) * e
    p /= np.linalg.norm(p)
    q = np.cross(e, p)
    tilt = np.radians(70.5)
    for side in (1, -1):
        mirror = np.array([1, 1, side])
        atoms.append(('C2', carbon * mirror))
        for a in np.radians([60, 180, 300]):
            bond = np.cos(tilt) * e + np.sin(tilt) * (np.cos(a) * p + np.sin(a) * q)
            atoms.append(('H', (carbon + CH * bond) * mirror))
    return atoms


def hf_mp2(atoms, charge, silicon_d=True):
    """Library energies: Hartree-Fock, MP2 (frozen core), highest occupied level."""
    mol = molecule(atoms, charge, silicon_d)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    e_hf = mf.kernel()
    assert mf.converged
    core = sum({'H': 0, 'C': 1, 'Li': 1, 'Si': 5}[mol.atom_pure_symbol(i)]
               for i in range(mol.natm))
    e_corr = mp.MP2(mf, frozen=core).kernel()[0]
    return np.array([e_hf, e_hf + e_corr, mf.mo_energy[mol.nelectron // 2 - 1]])


def prepare(atoms, charge=-1):
    """Integrals and basis functions adapted to the mirror plane z = 0."""
    mol = molecule(atoms, charge)
    labels = mol.ao_labels(fmt=None)
    xyz = mol.atom_coords()
    ranges = mol.aoslice_by_atom()[:, 2:]
    even, odd = [], []
    for a, (first, last) in enumerate(ranges):
        image = xyz[a] * np.array([1, 1, -1])
        b = int(np.argmin(np.linalg.norm(xyz - image, axis=1)))
        assert np.linalg.norm(xyz[b] - image) < 1e-6
        if b < a:
            continue
        for k in range(first, last):
            parity = -1 if labels[k][3] in ('z', 'xz', 'yz') else 1
            si_d = mol.atom_pure_symbol(a) == 'Si' and labels[k][2].endswith('d')
            for sign, target in ((1, even), (-1, odd)):
                column = np.zeros(mol.nao)
                column[k] += 1
                column[ranges[b][0] + k - first] += sign * parity
                if np.abs(column).max() > 0:
                    target.append((a, si_d, column))
    return SimpleNamespace(
        mol=mol, S=mol.intor('int1e_ovlp'),
        h=mol.intor('int1e_kin') + mol.intor('int1e_nuc'),
        eri=mol.intor('int2e', aosym='s8'), enuc=mol.energy_nuc(),
        guess=np.array(scf.hf.init_guess_by_minao(mol)), even=even, odd=odd,
        ranges=ranges)


def pick(functions, keep=lambda atom, si_d: True):
    return np.array([c for atom, si_d, c in functions if keep(atom, si_d)]).T


def block_scf(system, blocks, field=0.0, nuc=0.0, start=None, active=None):
    """Lowest determinant whose orbitals stay inside their own blocks."""
    S, hcore = system.S, system.h + field

    def fock(density):
        J, K = scf.hf.dot_eri_dm(system.eri, density, hermi=1)
        return hcore + J - K / 2

    active = range(len(blocks)) if active is None else active
    if start is None:
        F = fock(system.guess)
        orbitals = [B @ eigh(B.T @ F @ B, B.T @ S @ B)[1][:, :n] for B, n in blocks]
    else:
        orbitals = list(start)
    offsets = np.cumsum([0] + [n for _, n in blocks])
    focks, errors = [], []
    for _ in range(200):
        T = np.hstack(orbitals)
        dual = T @ np.linalg.inv(T.T @ S @ T)
        P = dual @ T.T
        P = (P + P.T) / 2
        F = fock(2 * P)
        energy = np.sum(P * (hcore + F)) + system.enuc + nuc
        G = F @ dual - S @ (P @ (F @ dual))
        error = np.concatenate([
            (blocks[x][0].T @ G[:, offsets[x]:offsets[x + 1]]
             @ orbitals[x].T @ S).ravel() for x in active])
        if np.abs(error).max() < 1e-6:
            return energy, P, orbitals
        focks, errors = (focks + [F])[-6:], (errors + [error])[-6:]
        m = len(errors)
        M = -np.ones((m + 1, m + 1))
        M[m, m] = 0
        overlap = np.array([[a @ b for a in errors] for b in errors])
        M[:m, :m] = overlap / overlap.max()
        rhs = np.zeros(m + 1)
        rhs[m] = -1
        weights = np.linalg.lstsq(M, rhs, rcond=1e-14)[0][:m]
        F = sum(w * f for w, f in zip(weights, focks))
        for x in active:
            B, n = blocks[x]
            Q = B
            if len(blocks) > 1:
                O = np.hstack([orbitals[y] for y in range(len(blocks)) if y != x])
                Q = B - O @ np.linalg.solve(O.T @ S @ O, O.T @ S @ B)
            orbitals[x] = B @ eigh(Q.T @ F @ Q, Q.T @ S @ Q)[1][:, :n]
    raise AssertionError('block SCF did not converge')


def block_sets(system, n_even, n_group):
    """Full and localised blocks, with and without silicon d functions of pi type."""
    even = (pick(system.even), n_even)
    sets = {'full': [even, (pick(system.odd), n_group + 1)]}
    lone = (pick(system.odd, lambda a, d: a < 3), 1)
    if n_group == 0:
        sets['local'] = [even, lone]
        return sets
    sets['full_no_d'] = [even, (pick(system.odd, lambda a, d: not d), n_group + 1)]
    sets['local'] = [even, lone, (pick(system.odd, lambda a, d: a >= 3), n_group)]
    sets['local_no_d'] = [even, lone, (
        pick(system.odd, lambda a, d: a >= 3 and not d), n_group)]
    return sets


def state_energies(system, n_even, n_group):
    return {name: block_scf(system, blocks)[0]
            for name, blocks in block_sets(system, n_even, n_group).items()}


def half_charges(system):
    """Potential of two charges +1/2 above and below the carbanion carbon."""
    field, nuc = 0.0, 0.0
    for side in (1, -1):
        site = np.array([0, 0, side * HALF_CHARGE_HEIGHT / BOHR])
        with system.mol.with_rinv_origin(site):
            field = field - 0.5 * system.mol.intor('int1e_rinv')
        distance = np.linalg.norm(system.mol.atom_coords() - site, axis=1)
        nuc += 0.5 * np.sum(system.mol.atom_charges() / distance)
    return field, nuc


def charge_removal(system, n_even, n_group):
    """Energy terms on removing the half charges; positive = favours the anion."""
    field, nuc = half_charges(system)
    sets = block_sets(system, n_even, n_group)
    e1, P1, orbitals = block_scf(system, sets['local'], field, nuc)
    frozen = e1 - 2 * np.sum(P1 * field) - nuc
    lone = block_scf(system, sets['local'], start=orbitals, active=[1])[0]
    e0 = block_scf(system, sets['local'])[0]
    full0 = block_scf(system, sets['full'])[0]
    full1 = block_scf(system, sets['full'], field, nuc)[0]
    terms = np.array([e1 - frozen, frozen - lone, lone - e0,
                      (e0 - full0) - (e1 - full1), full1 - full0])
    return terms, e1 - e0


# --- Stabilisation energies from the library, with and without silicon d functions
ch4, ch3m = hf_mp2(neutral('H'), 0), hf_mp2(anion('H'), -1)
mesi, mesi_no_d = (hf_mp2(neutral('Si'), 0, d) for d in (True, False))
sim, sim_no_d = (hf_mp2(anion('Si'), -1, d) for d in (True, False))
ethane = hf_mp2(neutral('C2'), 0)
ethyl_atoms = anion('C2', 1.53, 1.10, 1.10)
ethylm = hf_mp2(ethyl_atoms, -1)
se = (ch3m + mesi - ch4 - sim)[:2]
se_no_d = (ch3m + mesi_no_d - ch4 - sim_no_d)[:2]
se_methyl = (ch3m + ethane - ch4 - ethylm)[:2]
assert np.all(se > 0) and np.all(se_no_d > 0.5 * se)
assert np.all(se > se_methyl)

# --- Block solver against the library, with all d functions and with none on silicon
silyl = prepare(anion('Si'))
states = state_energies(silyl, 10, 2)
no_d_blocks = [(pick(silyl.even, lambda a, d: not d), 10),
               (pick(silyl.odd, lambda a, d: not d), 3)]
assert abs(states['full'] - sim[0]) < 1e-7
assert abs(block_scf(silyl, no_d_blocks)[0] - sim_no_d[0]) < 1e-7

# --- Delocalisation of the lone pair and the orbitals that receive it
deloc = states['local'] - states['full']
deloc_no_d = states['local_no_d'] - states['full_no_d']
assert deloc_no_d > 0.5 * deloc > 0
sets = block_sets(silyl, 10, 2)
base, _, orbitals = block_scf(silyl, sets['local_no_d'])
bond = orbitals[2][:, 1]
si_part = np.zeros_like(bond)
si_slice = slice(*silyl.ranges[3])
si_part[si_slice] = bond[si_slice]
parts = np.array([si_part, bond - si_part]).T
v = parts.T @ silyl.S @ bond
antibond = parts @ np.array([v[1], -v[0]])
even_block, lone_block, group_block = sets['local_no_d']


def gain(extra):
    enlarged = (np.hstack([lone_block[0], extra]), 1)
    return base - block_scf(silyl, [even_block, enlarged, group_block])[0]


gain_antibond = gain(antibond[:, None])
gain_d = gain(pick(silyl.odd, lambda a, d: d))
free_orbitals = group_block[0].shape[1] - group_block[1]
# one antibonding orbital must do better than an even share of the free sp space
assert gain_antibond > deloc_no_d / free_orbitals
assert deloc_no_d > gain_d

# --- Ledger for removing the neutralising charges, relative to CH3-
ledger_h, _ = charge_removal(prepare(anion('H')), 4, 0)
ledger_si, change = charge_removal(silyl, 10, 2)
ethyl = prepare(ethyl_atoms)
ledger_c, _ = charge_removal(ethyl, 7, 1)
ethyl_states = state_energies(ethyl, 7, 1)
deloc_ethyl = ethyl_states['local'] - ethyl_states['full']
field, nuc = half_charges(silyl)
nodes, weights = np.polynomial.legendre.leggauss(5)
integral = 0.0
for x, w in zip((nodes + 1) / 2, weights / 2):
    P = block_scf(silyl, sets['local'], x * field, x * nuc)[1]
    integral += w * (2 * np.sum(P * field) + nuc)
assert abs(integral - change) < 2e-4      # quadrature error of a smooth integrand
assert ledger_si[2] > ledger_h[2]         # the silyl frame polarises more

# --- Preferred bond lengths in the full and localised states
STEP = 0.04
reference = {'r_cx': 1.82, 'r_in': 1.51, 'r_out': 1.51}
best, stretch_relaxation = {}, 0.0
for name, r0 in reference.items():
    minus, plus = (state_energies(prepare(anion('Si', **{name: r0 + s})), 10, 2)
                   for s in (-STEP, STEP))
    for state in states:
        curve = plus[state] - 2 * states[state] + minus[state]
        slope = plus[state] - minus[state]
        assert curve > 0
        best[name, state] = r0 - STEP * slope / (2 * curve)
        if state == 'full':
            stretch_relaxation += slope**2 / (8 * curve)
shift = {n: best[n, 'full'] - best[n, 'local'] for n in reference}
shift_no_d = best['r_cx', 'full_no_d'] - best['r_cx', 'local_no_d']
assert shift['r_cx'] < 0 and shift_no_d < 0
assert shift['r_out'] > shift['r_in']

# --- Si-C acceptors: two methyl groups out of the plane
dimethyl = state_energies(prepare(dimethylsilyl_anion()), 14, 6)
deloc_me = dimethyl['local'] - dimethyl['full']
deloc_me_no_d = dimethyl['local_no_d'] - dimethyl['full_no_d']
assert deloc_me_no_d > 0.5 * deloc_me > 0

# --- Effects left out of the planar free-anion example


def pyramidal_methyl(tilt):
    t = np.radians(tilt)
    return [('C1', np.zeros(3))] + [
        ('H', CH * np.array([np.cos(t) * np.cos(a), np.cos(t) * np.sin(a), np.sin(t)]))
        for a in np.radians([0, 120, 240])]


methyl_gain = ch3m[0] - min([ch3m[0]] + [
    hf_mp2(pyramidal_methyl(t), -1)[0] for t in (10, 15, 20, 25)])
turned = hf_mp2(anion('Si', turn=90), -1)[0]
silyl_gain = sim[0] - min([sim[0], turned] + [
    hf_mp2(anion('Si', turn=90, pyramid=p), -1)[0] for p in (15, 30)])
li_methyl = hf_mp2(neutral('H', 'Li'), 0)
li_silyl, li_silyl_no_d = (hf_mp2(neutral('Si', 'Li'), 0, d) for d in (True, False))
se_li = (li_methyl + mesi - ch4 - li_silyl)[0]
se_li_no_d = (li_methyl + mesi_no_d - ch4 - li_silyl_no_d)[0]
assert se_li < se[0]


def show(label, energy, ev=False):
    tail = f' = {energy * EV:.3f} eV' if ev else ''
    print(f'{label}: {energy * KJ:.1f} kJ/mol{tail}')


print(f'Basis functions in SiH3CH2-: {silyl.mol.nao}; diffuse exponent {DIFFUSE} bohr^-2')
print('Anion geometry: C-Si %.2f, Si-H %.2f, C-H %.2f angstrom' % (1.82, 1.51, CH))
show('SE of SiH3, HF, with Si d', se[0], True)
show('SE of SiH3, HF, no Si d', se_no_d[0], True)
show('SE of SiH3, MP2, with Si d', se[1], True)
show('SE of SiH3, MP2, no Si d', se_no_d[1], True)
print(f'Share of SE kept without Si d: HF {100*se_no_d[0]/se[0]:.1f} %,'
      f' MP2 {100*se_no_d[1]/se[1]:.1f} %')
show('SE of CH3, HF', se_methyl[0])
show('SE of CH3, MP2', se_methyl[1])
show('Energy lowering by Si d in neutral CH3SiH3, HF', mesi_no_d[0] - mesi[0])
show('Energy lowering by Si d in SiH3CH2-, HF', sim_no_d[0] - sim[0])
print(f'Highest occupied level, HF: CH3- {ch3m[2]*EV:.2f} eV,'
      f' SiH3CH2- {sim[2]*EV:.2f} eV')
show('Delocalisation D in SiH3CH2-, with Si d(pi)', deloc, True)
show('Delocalisation D in SiH3CH2-, no Si d(pi)', deloc_no_d, True)
show('Delocalisation D in C2H5-', deloc_ethyl)
print(f'Free sp-type silyl orbitals of pi symmetry: {free_orbitals}')
show('Gain from the single Si-H antibonding orbital', gain_antibond)
show('Gain from Si d(pi) functions alone', gain_d)
show('D in (CH3)2SiHCH2-, with Si d(pi)', deloc_me)
show('D in (CH3)2SiHCH2-, no Si d(pi)', deloc_me_no_d)
print(f'Half charges at +/-{HALF_CHARGE_HEIGHT} angstrom; terms relative to CH3-:')
names = ('first-order electrostatics', 'lone-pair relaxation', 'frame polarisation',
         'change of delocalisation', 'total')
for i, name in enumerate(names):
    print(f'  {name}: SiH3 {(ledger_si-ledger_h)[i]*KJ:.1f},'
          f' CH3 {(ledger_c-ledger_h)[i]*KJ:.1f} kJ/mol')
print(f'Charge-removal integral minus energy difference: {(integral-change)*KJ:.4f} kJ/mol')
for name, label in (('r_cx', 'C-Si'), ('r_in', 'in-plane Si-H'),
                    ('r_out', 'out-of-plane Si-H')):
    print(f'Best {label}: full {best[name, "full"]:.3f},'
          f' localised {best[name, "local"]:.3f}, shift {shift[name]:+.3f} angstrom')
print(f'C-Si shift by delocalisation without Si d(pi): {shift_no_d:+.3f} angstrom')
show('Neglected: bond-stretch relaxation of SiH3CH2-', stretch_relaxation)
show('Neglected: pyramidalisation of CH3-', methyl_gain)
show('Neglected: pyramidalisation and rotation of SiH3CH2-', silyl_gain)
show('SE of SiH3, HF, corrected for these two pyramidalisations',
     se[0] - methyl_gain + silyl_gain)
show('Silyl rotation by 90 degrees, planar anion', turned - sim[0])
print(f'RT at 350 K: {const.R*350/1000:.2f} kJ/mol')
show('SE in the lithium alkyl, HF, with Si d', se_li)
show('SE in the lithium alkyl, HF, no Si d', se_li_no_d)
print('all tests passed')
```

Running it gives:

```
Basis functions in SiH3CH2-: 46; diffuse exponent 0.04 bohr^-2
Anion geometry: C-Si 1.82, Si-H 1.51, C-H 1.09 angstrom
SE of SiH3, HF, with Si d: 105.9 kJ/mol = 1.098 eV
SE of SiH3, HF, no Si d: 87.2 kJ/mol = 0.904 eV
SE of SiH3, MP2, with Si d: 99.3 kJ/mol = 1.030 eV
SE of SiH3, MP2, no Si d: 78.4 kJ/mol = 0.813 eV
Share of SE kept without Si d: HF 82.3 %, MP2 78.9 %
SE of CH3, HF: -34.3 kJ/mol
SE of CH3, MP2: -30.2 kJ/mol
Energy lowering by Si d in neutral CH3SiH3, HF: 111.1 kJ/mol
Energy lowering by Si d in SiH3CH2-, HF: 129.8 kJ/mol
Highest occupied level, HF: CH3- -0.01 eV, SiH3CH2- -1.05 eV
Delocalisation D in SiH3CH2-, with Si d(pi): 63.1 kJ/mol = 0.654 eV
Delocalisation D in SiH3CH2-, no Si d(pi): 43.6 kJ/mol = 0.451 eV
Delocalisation D in C2H5-: 54.3 kJ/mol
Free sp-type silyl orbitals of pi symmetry: 3
Gain from the single Si-H antibonding orbital: 28.9 kJ/mol
Gain from Si d(pi) functions alone: 35.4 kJ/mol
D in (CH3)2SiHCH2-, with Si d(pi): 53.3 kJ/mol
D in (CH3)2SiHCH2-, no Si d(pi): 33.0 kJ/mol
Half charges at +/-1.09 angstrom; terms relative to CH3-:
  first-order electrostatics: SiH3 38.2, CH3 -15.4 kJ/mol
  lone-pair relaxation: SiH3 -38.9, CH3 -25.4 kJ/mol
  frame polarisation: SiH3 32.3, CH3 16.4 kJ/mol
  change of delocalisation: SiH3 45.7, CH3 24.9 kJ/mol
  total: SiH3 77.3, CH3 0.6 kJ/mol
Charge-removal integral minus energy difference: 0.0008 kJ/mol
Best C-Si: full 1.800, localised 1.848, shift -0.049 angstrom
Best in-plane Si-H: full 1.510, localised 1.507, shift +0.003 angstrom
Best out-of-plane Si-H: full 1.522, localised 1.508, shift +0.014 angstrom
C-Si shift by delocalisation without Si d(pi): -0.034 angstrom
Neglected: bond-stretch relaxation of SiH3CH2-: 0.7 kJ/mol
Neglected: pyramidalisation of CH3-: 12.0 kJ/mol
Neglected: pyramidalisation and rotation of SiH3CH2-: 0.0 kJ/mol
SE of SiH3, HF, corrected for these two pyramidalisations: 94.0 kJ/mol
Silyl rotation by 90 degrees, planar anion: -0.0 kJ/mol
RT at 350 K: 2.91 kJ/mol
SE in the lithium alkyl, HF, with Si d: 35.9 kJ/mol
SE in the lithium alkyl, HF, no Si d: 30.8 kJ/mol
all tests passed
```
